\section*{Self-heating in solid-phase epitaxial regrowth and the need for heat removal}

\section*{Question}

Ion implantation has left an amorphous layer on a crystal. During annealing the crystal grows into the layer, which stays solid, and each mole that crystallizes releases 12 kJ. The heat capacity is 25 J/(mol K). How much would the layer warm if it kept this heat, how does the rise scale when the heat can spread or escape, and when does heat removal decide the outcome?

\section*{Answer}

\subsection*{The layer keeps its heat}

Let $T_0$ be the starting temperature and $H_a(T)$, $H_c(T)$ the molar enthalpies of the amorphous and crystalline phases. The heat released at $T_0$ is counted as positive, $\Delta H=H_a(T_0)-H_c(T_0)$. At constant pressure and without heat exchange the enthalpy is conserved. If conversion is complete and nothing melts, the final temperature $T_1$ obeys
\begin{equation}
H_a(T_0)=H_c(T_1).
\end{equation}
Subtracting $H_c(T_0)$ from both sides gives
\begin{equation}
\Delta H=H_c(T_1)-H_c(T_0)=\int_{T_0}^{T_1}c_c(T)\,dT=c\,(T_1-T_0),
\end{equation}
where $c$ is the mean heat capacity of the crystal over this interval. The adiabatic rise is therefore
\begin{equation}
\Delta T_{\rm ad}=\frac{\Delta H}{c}=\frac{12\,000\ \text{J/mol}}{25\ \text{J/(mol K)}}=480\ \text{K}.
\end{equation}

The amorphous heat capacity $c_a$ is absent even if the material warms while it converts. To see this, take constant $c_a$ and $c_c=c$, and let $f$ be the crystalline fraction and $\theta=T-T_0$. The heat released at the current temperature is $\Delta H+(c_a-c)\theta$, so
\begin{equation}
[fc+(1-f)c_a]\,d\theta=[\Delta H+(c_a-c)\theta]\,df .
\end{equation}
Moving the last term to the left completes a total differential:
\begin{equation}
d\{[fc+(1-f)c_a]\theta\}=\Delta H\,df .
\end{equation}
Integration from $f=0$ to $f=1$ gives $c\theta=\Delta H$ again. Numerical integration with $c_a=28$ J/(mol K) also returns 480 K.

\subsection*{What such a rise would do}

Growth is thermally activated. With activation energy $E$ and $T_A=E/k_B$, the front speed is $v=v_0\varphi(\theta)$, where $v_0$ is the speed at $T_0$ and
\begin{equation}
\varphi(\theta)=\exp\!\left[T_A\left(\frac1{T_0}-\frac1{T_0+\theta}\right)\right]
=\exp\!\left[\frac{T_A\theta}{T_0(T_0+\theta)}\right].
\end{equation}
For $\theta\ll T_0$ the exponent is $\theta/w$, with
\begin{equation}
w=\frac{T_0^2}{T_A}=\frac{k_BT_0^2}{E}.
\end{equation}
A rise of about $w$ multiplies the speed by $e$. This is the temperature scale against which self-heating should be judged.

Take round model parameters: $T_0=800$ K, $E=2.7$ eV, $v_0=1$ nm/s and layer thickness $h=100$ nm. Then $T_A=31\,332$ K and $w=800^2/31\,332=20.4$ K. At the adiabatic final temperature of 1280 K,
\begin{equation}
\varphi(480\ \text{K})=\exp\!\left[\frac{31\,332\times480}{800\times1280}\right]\approx2.4\times10^6 .
\end{equation}
This factor assumes that the same activation law holds up to 1280 K.

The conversion time is less sensitive to that extrapolation. From here on both phases have the same constant heat capacity. If an isolated layer has uniform temperature and a fraction $s$ has crystallized, then $\theta=s\Delta T_{\rm ad}$. Since $h\,ds=v\,dt$,
\begin{align}
t_{\rm ad}&=\frac{h}{v_0}\int_0^1\frac{ds}{\varphi(s\Delta T_{\rm ad})}
\approx\frac{h}{v_0}\int_0^1e^{-s\Delta T_{\rm ad}/w}\,ds\\
&=\frac{h}{v_0}\frac{w}{\Delta T_{\rm ad}}\left(1-e^{-\Delta T_{\rm ad}/w}\right)
\approx\frac{h}{v_0}\frac{w}{\Delta T_{\rm ad}} .
\end{align}
The last step uses $\Delta T_{\rm ad}/w\approx23$. The result is $100\ \text{s}\times20.43/480=4.3$ s, compared with 100 s at fixed temperature. Quadrature with the full exponent gives 4.5 s. The integral is dominated by the first few multiples of $w$, so most of the time passes before the layer is very hot.

\subsection*{The heat spreads into a wafer}

Now let the layer be part of a wafer of total thickness $H$ that loses no heat to its surroundings. Let $V_m$ be the molar volume, $C=c/V_m$ the heat capacity per volume, $\kappa$ the thermal conductivity and $D=\kappa/C$ the diffusivity, equal in both phases. The front releases the heat flux
\begin{equation}
q_0=\frac{v_0\Delta H}{V_m}=v_0C\Delta T_{\rm ad}.
\end{equation}
The speed is held at $v_0$, an assumption checked below.

The mean rise $\bar\theta$ follows from $CH\bar\theta=q_0t$. When the front reaches the surface, $t=h/v_0$ and
\begin{equation}
\bar\theta=\frac{q_0h}{CHv_0}=\Delta T_{\rm ad}\frac hH .
\end{equation}

The front is slightly warmer than the mean. Because $h\ll H$, place the source at the surface $z=0$, with the insulated back at $z=H$. After the initial transient, the whole profile rises at the same rate: $\theta(z,t)=\bar\theta(t)+g(z)$, where $g$ has zero mean. The heat equation $C\,\partial_t\theta=\kappa\,\partial_z^2\theta$ and $C\,d\bar\theta/dt=q_0/H$ give
\begin{equation}
g''=\frac{q_0}{\kappa H},\qquad g'(0)=-\frac{q_0}{\kappa},\qquad g'(H)=0 .
\end{equation}
One integration gives $g'=-(q_0/\kappa)(1-z/H)$. A second gives
\begin{equation}
g(z)=\frac{q_0}{\kappa}\left[\frac{(H-z)^2}{2H}-\frac H6\right],
\end{equation}
where $H/6$ is the mean of the first term in the bracket. At the surface $g(0)=q_0H/(3\kappa)$. Using $q_0/\kappa=v_0\Delta T_{\rm ad}/D$, the front temperature rise is
\begin{equation}
\theta_{\rm front}\approx\Delta T_{\rm ad}\left(\frac hH+\frac{v_0H}{3D}\right).
\label{wafer}
\end{equation}
The slowest transient has a cosine profile and decays as $e^{-\pi^2Dt/H^2}$. The formula therefore needs $h/v_0\gg H^2/(\pi^2D)$, as well as $h\ll H$ and $v_0H/D\ll1$.

For $H=500$ \textmu m, $V_m=12$ cm$^3$/mol and $\kappa=25$ W/(m K), the diffusivity is $D=1.2\times10^{-5}$ m$^2$/s. The two contributions are
\begin{align}
480\ \text{K}\times\frac{10^{-7}}{5\times10^{-4}}&=0.096\ \text{K},\\
480\ \text{K}\times\frac{10^{-9}\times5\times10^{-4}}{3\times1.2\times10^{-5}}&=6.7\times10^{-6}\ \text{K}.
\end{align}
The transient time is 2.1 ms, far below the growth time of 100 s. A rise of 0.096 K increases the speed by 0.47\%, so holding the speed constant was justified.

In this example the second term is too small to reveal an error in its coefficient. A heat-flow simulation with a moving source was therefore run at $h/H=0.02$ and $v_0H/D=0.03$, where that term supplies one third of the total. It gives $\theta_{\rm front}/\Delta T_{\rm ad}=0.02998$; equation (\ref{wafer}) gives 0.03000.

For slow growth the total rise stays below $w$ if $H/h$ exceeds about $\Delta T_{\rm ad}/w\approx23$. A total thickness of roughly 2.4 \textmu m would already achieve this for the 100 nm layer. The wafer prevents strong self-heating by storing the heat, even with no loss to the outside.

Faster growth leaves less time for spreading. If $h/v_0$ is shorter than the transient time, heat reaches a depth of order $\sqrt{Dh/v_0}$ instead of $H$. Replacing $H$ by this depth in the first term gives the scaling estimate
\begin{equation}
\theta_{\rm front}\sim\Delta T_{\rm ad}\frac{h}{\sqrt{Dh/v_0}}
=\Delta T_{\rm ad}\sqrt{\frac{v_0h}{D}},
\qquad \frac{v_0h}{D}\ll1 .
\end{equation}
A constant flux into a half-space gives the surface rise $2(q_0/\kappa)\sqrt{Dt/\pi}$; at $t=h/v_0$ this fixes the prefactor at $2/\sqrt\pi\approx1.13$ for constant speed. The change of regime lies near $v_0\sim100\ \text{nm}/2.1\ \text{ms}\approx50$ \textmu m/s for this wafer.

\subsection*{A film without a wafer}

The opposite case is a suspended film of thickness $h$ with a crystalline seed of negligible thickness. Its temperature is taken as uniform, and it loses a heat flux $G\theta$ to surroundings at $T_0$. While amorphous material remains,
\begin{equation}
Ch\frac{d\theta}{dt}=q_0\varphi(\theta)-G\theta .
\label{film}
\end{equation}
A steady temperature requires $G=q_0\varphi(\theta)/\theta$. The film cannot warm by more than $\Delta T_{\rm ad}$, so only steady states in that range matter. The smallest $G$ that permits one there is a local minimum of this ratio, found by setting the derivative of $\ln\varphi-\ln\theta$ to zero:
\begin{equation}
\frac{T_A}{(T_0+\theta)^2}-\frac1\theta=0
\quad\Longrightarrow\quad
\theta^2+(2T_0-T_A)\theta+T_0^2=0 .
\end{equation}
For $T_A>4T_0$ there are two positive roots. The derivative is negative below the smaller root and positive between the roots, so the smaller one is the minimum sought:
\begin{equation}
\theta_c=\frac{T_A-2T_0-\sqrt{T_A(T_A-4T_0)}}2,
\qquad G_c=\frac{q_0\varphi(\theta_c)}{\theta_c}.
\end{equation}
When $T_A\gg T_0$, these become $\theta_c\approx w$ and $\varphi(\theta_c)\approx e$, hence $G_c\approx e q_0/w$.

If $G>G_c$, the right side of (\ref{film}) at $\theta_c$ equals $(G_c-G)\theta_c<0$. A film starting at $\theta=0$ cannot cross $\theta_c$. If $G<G_c$, release exceeds loss throughout the range from zero to 480 K, because the larger root, $T_0^2/\theta_c$, is near 30\,000 K. The film then warms until its amorphous material is used up. How hot it gets depends on how far $G$ lies below $G_c$. Just below $G_c$ the film warms so slowly near $\theta_c$ that the material can run out before strong heating begins.

Here $q_0=1.0$ W/m$^2$ and $\theta_c=21.5$ K, which gives $\varphi(\theta_c)=2.79$ and
\begin{equation}
G_c=\frac{1.0\times2.79}{21.5}\approx0.13\ \text{W/(m}^2\text{ K)}.
\end{equation}
To follow the finite film, use $dt=h\,ds/v$ in (\ref{film}):
\begin{equation}
\frac{d\theta}{ds}=\Delta T_{\rm ad}-\frac{G\theta}{Cv_0\varphi(\theta)} .
\end{equation}
Integration over the full layer gives a peak rise of 13 K for $G=1.1G_c$ and 430 K for $G=0.5G_c$. Roughly halving the heat loss thus changes a modest warming into a rise close to the adiabatic one. In the second case the missing 50 K represents heat lost during conversion, about 10\% of the total release.

Radiation shows how demanding this requirement is. If $\varepsilon$ is the sum of the emissivities of the two faces, the net radiated flux is
\begin{equation}
\varepsilon\sigma[(T_0+\theta)^4-T_0^4]\approx4\varepsilon\sigma T_0^3\theta .
\end{equation}
The omitted terms are positive for $\theta>0$, so the linear form understates the loss. At 800 K, $4\sigma T_0^3=116$ W/(m$^2$ K), and the critical value is
\begin{equation}
\varepsilon_c=\frac{0.1296}{116.1}\approx0.0011 .
\end{equation}
At 1 nm/s, an emissivity sum above this small value is enough to stabilize a suspended film. A film only 100 nm thick may not reach it, because it can be nearly transparent: with refractive index about 3.5, the sum reaches 0.0011 only if the infrared absorption coefficient is about 30 cm$^{-1}$. An undoped semiconductor membrane can lie near this limit. But $G_c$ is proportional to $v_0$. At the same $T_0$ and $E$, a speed of 1 \textmu m/s would require about 130 W/(m$^2$ K), which corresponds to $\varepsilon\approx1.1$, where two black faces give at most $\varepsilon=2$. This describes a faster material at 800 K. If the example material instead reaches 1 \textmu m/s by being hotter, $T_0\approx970$ K, then $G_c\approx87$ W/(m$^2$ K), $4\sigma T_0^3\approx208$ W/(m$^2$ K) and $\varepsilon_c\approx0.4$.

\subsection*{How to read the 480 K}

The adiabatic rise measures the available heat. Whether that heat produces a large temperature rise depends on a comparison with $w$. The rise to compare is $\Delta T_{\rm ad}h/H$ for slow growth on a wafer ($v_0\ll3Dh/H^2\approx14$ \textmu m/s here; nearer that speed the second term of (\ref{wafer}) must be added), about $\Delta T_{\rm ad}\sqrt{v_0h/D}$ for fast growth on a wafer, and $q_0/G$ for a suspended film. For the film the limit is about $w/e$ rather than $w$, because warming speeds up the heat release. In the wafer example the first is 0.096 K against 20 K, so no special cooling is needed to remove the crystallization heat. Without thermal backing, loss to the surroundings decides the outcome. It holds the film near $T_0$ while the loss coefficient exceeds $G_c$, but can no longer hold a steady temperature once growth is fast enough for $G_c$ to exceed that coefficient. On a thick wafer, conduction away from the front keeps self-heating weak until $\Delta T_{\rm ad}\sqrt{v_0h/D}$ approaches $w$. With the values of $h$, $D$, $T_0$ and $E$ used here, the two become equal at a speed $v_0$ of about 0.2 m/s. Because warming speeds up the heat release, the front rise in this model already passes $w$ near 0.08 m/s. These speeds treat $v_0$ as free at 800 K. With the activation law above, the example material reaches 0.2 m/s only near 1570 K, where $w$ is larger; with $v_0$ and $w$ taken at the same temperature the two quantities become equal near 1900 K and 7 m/s. For silicon, which these parameters resemble, that is above the melting point of the crystal, so the solid-state model stops applying first. The example layer, which grows at 1 nm/s at 800 K, is far from this limit.

These estimates assume a planar front and no melting. If either phase would melt below the predicted temperature, the enthalpy balance must include the melt, and the 1280 K final state no longer applies.

\section*{Numbers as computed}
\begin{verbatim}
INPUTS
Heat released: 12.0 kJ/mol
Crystal heat capacity: 25.0 J/(mol K)
Molar volume: 12.0 cm^3/mol
Thermal conductivity: 25.0 W/(m K)
Starting temperature: 800 K
Activation energy: 2.70 eV
Growth speed at start: 1.00 nm/s
Layer thickness: 100 nm
Total wafer thickness: 500 um
ADIABATIC LAYER
Adiabatic rise: 480.0 K
Final temperature: 1280.0 K
Amorphous heat capacity in test: 28.0 J/(mol K)
Rise from gradual conversion test: 480.000 K
E/k_B: 31332 K
Speed factor at final temperature: 2.39e+06
Rise for e-fold speed, w: 20.43 K
Isothermal conversion time: 100.0 s
Adiabatic time, estimate: 4.26 s
Adiabatic time, quadrature: 4.49 s
LAYER ON WAFER
Volumetric heat capacity: 2.083e+06 J/(m^3 K)
Thermal diffusivity: 1.20e-05 m^2/s
Thermal relaxation time: 2.11 ms
Uniform wafer rise: 0.0960 K
Extra rise at front: 6.67 uK
Total rise at front: 0.0960 K
Speed increase on wafer: 0.47 %
Scaled wafer test, simulation: 0.02998
Scaled wafer test, formula: 0.03000
ISOLATED FILM
Released heat flux at start: 1.000 W/m^2
Critical temperature rise: 21.54 K
Critical heat-loss coefficient: 0.1296 W/(m^2 K)
Simple estimate e*q0/w: 0.1331 W/(m^2 K)
Peak rise at 1.1 G_c: 13.32 K
Peak rise at 0.5 G_c: 430.1 K
Radiative coefficient for emissivity sum 1: 116.1 W/(m^2 K)
Critical emissivity sum of both faces: 0.00112
\end{verbatim}
